# Koster–Slater Levels and Vacancy Pinning on a Two-Band Chain

## Definitions and conventions

The host is described by a one-electron Hamiltonian $H_0$, self-adjoint and bounded, in a basis of orthonormal site orbitals. Spin, electron–electron interaction and lattice relaxation are left out. An impurity on site $0$ changes the energy of that orbital by a real number $V\neq0$ and leaves every hopping as it was:

$$H=H_0+V|0\rangle\langle0| .$$

For an energy $E$ outside the spectrum of $H_0$ the resolvent $R(E)=(E-H_0)^{-1}$ exists and is bounded. Its element on the impurity site is the local Green function

$$G_0(E)=\langle0|R(E)|0\rangle ,$$

which is real for such $E$. A *bound level* is an eigenvalue of $H$ outside the host spectrum, with a normalizable state $\psi$ and impurity amplitude $c_0=\langle0|\psi\rangle$.

The *ideal vacancy* is the host with orbital $0$ deleted and all else unchanged. With $Q=1-|0\rangle\langle0|$, its Hamiltonian is $QH_0Q$, acting on states that vanish on site $0$.

The two-band chain has cells $n$ with one site $A_n$ and one site $B_n$. The site energies are $e_A=\Delta$ and $e_B=-\Delta$, with $\Delta$ real. The Hamiltonian has matrix elements $t_1>0$ between $A_n$ and $B_n$, and $t_2>0$ between $B_n$ and $A_{n+1}$. The impurity sits on $A_0$ unless stated otherwise. Four abbreviations are used:

$$E_g=\sqrt{\Delta^2+(t_1-t_2)^2},\qquad E_o=\sqrt{\Delta^2+(t_1+t_2)^2},$$
$$S=t_1^2+t_2^2,\qquad D=|t_1^2-t_2^2| .$$

## Theorem

Let $t_1\neq t_2$. Then the chain with an impurity on an $A$ site has these properties.

1. For every $V\neq0$ there is exactly one level in the gap $(-E_g,E_g)$. It lies below $e_B$ for $V>0$ and above $e_B$ for $V<0$.
2. The ideal vacancy has exactly one level in the gap, at $E_v=e_B$.
3. For $V\to+\infty$ and for $V\to-\infty$ the gap level tends to $E_v$:

$$E=e_B-\frac{D}{V}+\frac{2\Delta S}{V^2}+O(V^{-3}).$$

4. One further level lies outside both bands, above them for $V>0$ and below them for $V<0$.

The condition $t_1\neq t_2$ cannot be dropped, as the remark on equal hoppings shows. The proof rests on four lemmas, of which the first three hold for any host of the kind defined above.

## Lemma 1: the Koster–Slater condition

*An energy $E$ outside the host spectrum is a bound level if and only if*

$$\frac1V=G_0(E).$$

*Proof.* Let $H\psi=E\psi$ with $\psi\neq0$. Moving the host part to the left gives

$$(E-H_0)\psi=Vc_0|0\rangle\quad\Rightarrow\quad\psi=Vc_0R(E)|0\rangle .$$

If $c_0$ were zero, $\psi$ would vanish, so $c_0\neq0$. Projecting on $\langle0|$ gives $c_0=Vc_0G_0(E)$, and division by $Vc_0$ gives the condition.

Conversely, let $VG_0(E)=1$ and define $\psi=R(E)|0\rangle$, which is normalizable and nonzero. Its impurity amplitude is $G_0(E)=1/V$. Therefore $(E-H_0)\psi=|0\rangle=V|0\rangle\langle0|\psi\rangle$, which is $H\psi=E\psi$. ∎

The extended host enters through a single function, because the perturbation acts on a single orbital.

## Lemma 2: slope and impurity weight

*Outside the host spectrum $G_0'(E)<0$. Hence each gap holds at most one level for given $V$, and a normalized bound state obeys*

$$|c_0|^2=-\frac{1}{V^2G_0'(E)}=\frac{dE}{dV}.$$

*Proof.* The identity $R(E+h)-R(E)=-h\,R(E+h)R(E)$ gives $R'=-R^2$ for $h\to0$. Since $R$ is self-adjoint for real $E$,

$$G_0'(E)=-\langle0|R^2|0\rangle=-\|R(E)|0\rangle\|^2<0 .$$

A strictly decreasing function takes the value $1/V$ at most once in a gap. The state $\psi=Vc_0R|0\rangle$ has norm $1=V^2|c_0|^2(-G_0')$, which is the first equality. Differentiating $G_0(E(V))=1/V$ with respect to $V$ gives $G_0'\,dE/dV=-1/V^2$, which is the second. ∎

A level responds to the potential only as far as its state occupies the impurity site.

## Lemma 3: zeros of $G_0$ are vacancy levels

*An energy $E$ outside the host spectrum is a level of the ideal vacancy if and only if $G_0(E)=0$. The vacancy level is then nondegenerate, and its normalized state $\psi_v$ satisfies*

$$G_0'(E)=-\frac1{|w|^2},\qquad w=\langle0|H_0|\psi_v\rangle .$$

*Proof.* Let $G_0(E)=0$ and $\varphi=R(E)|0\rangle\neq0$. Then $\langle0|\varphi\rangle=0$, so $\varphi=Q\varphi$. Applying $Q$ to $(E-H_0)\varphi=|0\rangle$ gives $(E-QH_0Q)\varphi=0$: $\varphi$ is a vacancy state.

Conversely, let $QH_0\psi_v=E\psi_v$ with $\langle0|\psi_v\rangle=0$. Splitting $H_0\psi_v$ into its parts off and on site $0$,

$$(E-H_0)\psi_v=E\psi_v-QH_0\psi_v-|0\rangle\langle0|H_0\psi_v\rangle=-w|0\rangle .$$

If $w$ were zero, $E$ would be a host eigenvalue, which is excluded. Thus $\psi_v=-wR(E)|0\rangle$, which fixes the state up to a factor. Projection on site $0$ gives $0=-wG_0(E)$, so $G_0(E)=0$. The norm gives $1=|w|^2\|R|0\rangle\|^2=-|w|^2G_0'(E)$. ∎

**Consequence for strong potentials.** Suppose a gap contains a zero $E_v$ of $G_0$. As $|V|\to\infty$ the condition reads $G_0(E)=1/V\to0$. Because $G_0$ is continuous and strictly decreasing, its inverse is continuous near $E_v$, and the level tends to $E_v$ for either sign of $V$. Linearizing $G_0$ there gives

$$E-E_v\simeq\frac{1}{V\,G_0'(E_v)}=-\frac{|w|^2}{V}.$$

This is the second-order shift of the vacancy state caused by its coupling $w$ to a remote orbital at an energy of order $V$. A high orbital pushes the level down, and a low one pushes it up.

## Lemma 4: the Green function of the chain

*The bands fill $E_g\le|E|\le E_o$. On an $A$ site,*

$$G_0(E)=-\frac{E+\Delta}{\sqrt{(E_g^2-E^2)(E_o^2-E^2)}}\quad(|E|<E_g),$$
$$G_0(E)=+\frac{E+\Delta}{\sqrt{(E^2-E_g^2)(E^2-E_o^2)}}\quad(|E|>E_o).$$

*Proof.* In Bloch sums with phase $e^{ikn}$, site $A_n$ couples to $B_n$ by $t_1$ and to $B_{n-1}$ by $t_2$. The off-diagonal element is therefore $f=t_1+t_2e^{-ik}$, and

$$E-H_0(k)=\begin{pmatrix}E-\Delta&-f\\-f^*&E+\Delta\end{pmatrix},\qquad |f|^2=S+2t_1t_2\cos k .$$

The determinant vanishes for $E^2=\Delta^2+|f|^2$. Since $|f|^2$ runs from $(t_1-t_2)^2$ to $(t_1+t_2)^2$, the band edges are as stated. The $AA$ element of the inverse is $E+\Delta$ divided by the determinant. With $x=E^2-\Delta^2-S$, averaging over $k$ gives

$$G_0(E)=(E+\Delta)\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,\frac1{x-2t_1t_2\cos k}.$$

For $x>2t_1t_2$ write $x=t_1t_2(q+1/q)$ with $0<q<1$. The denominator becomes $(t_1t_2/q)(1+q^2-2q\cos k)$. Summing two geometric series gives

$$\sum_{m=-\infty}^{\infty}q^{|m|}e^{imk}=\frac{1-q^2}{1+q^2-2q\cos k}.$$

The average of the left side over $k$ is its $m=0$ term, $1$. So the average of $1/(1+q^2-2q\cos k)$ is $1/(1-q^2)$, and the integral equals

$$\frac{q}{t_1t_2(1-q^2)}=\frac{1}{t_1t_2(1/q-q)}=\frac1{\sqrt{x^2-4t_1^2t_2^2}},$$

where the last step uses $(1/q-q)^2=(1/q+q)^2-4$. For $x<-2t_1t_2$, the shift $k\to k+\pi$ turns the integrand into $-1/(|x|-2t_1t_2\cos k)$, so the result changes sign.

Finally, $x+2t_1t_2=E^2-E_g^2$ and $x-2t_1t_2=E^2-E_o^2$. Both are negative in the gap, where the minus sign applies, and both are positive outside the bands. ∎

## Proof of the theorem

**Parts 1 and 2.** For $t_1\neq t_2$ we have $|\Delta|<E_g$. At the lower gap edge the numerator $-(E+\Delta)$ tends to $E_g-\Delta>0$, and at the upper edge to $-(E_g+\Delta)<0$, while the denominator tends to zero. So $G_0$ falls continuously from $+\infty$ to $-\infty$ across the gap and takes each value $1/V$ once. Its single zero is at $E=-\Delta=e_B$, which by Lemma 3 is the single vacancy level in the gap. Since $G_0>0$ below $e_B$ and $G_0<0$ above it, the position of the level follows the sign of $V$ as stated.

**Part 3.** Put $\delta=E-e_B=E+\Delta$. Then $E^2-\Delta^2=\delta(\delta-2\Delta)$ and $x=-S-2\Delta\delta+\delta^2$. Using $S^2-4t_1^2t_2^2=D^2$,

$$\sqrt{x^2-4t_1^2t_2^2}=\sqrt{D^2+4\Delta S\delta+O(\delta^2)}=D+\frac{2\Delta S}{D}\delta+O(\delta^2).$$

In the gap $1/V=-\delta/\sqrt{x^2-4t_1^2t_2^2}$, so

$$\delta=-\frac1V\left[D+\frac{2\Delta S}{D}\delta+O(\delta^2)\right].$$

By the consequence of Lemma 3, $\delta\to0$. Hence $\delta=-D/V+O(V^{-2})$, and inserting this in the bracket gives $\delta=-D/V+2\Delta S/V^2+O(V^{-3})$.

**Part 4.** For $E>E_o$, $G_0$ is positive and falls from $+\infty$ to $0$, so it equals $1/V$ once for $V>0$ and never for $V<0$. For $E<-E_o$, $G_0$ is negative and falls from $0$ to $-\infty$, so the signs are reversed. ∎

## Remark: why the level stops moving

The vacancy state can be written down. Let it have amplitudes $b_n$ on the $B$ sites and none on the $A$ sites. The equations on the $B$ sites then give $E=e_B$. Those on the remaining $A$ sites give

$$t_1b_n+t_2b_{n-1}=0\qquad(n\neq0).$$

For $t_1>t_2$ the amplitudes on the right decay as $b_n=(-t_2/t_1)^nb_0$. On the left they would grow away from the cut, so they must vanish. Normalization gives $b_0^2=1-(t_2/t_1)^2$. The coupling to the missing site is $w=t_1b_0$, hence $w^2=t_1^2-t_2^2=D$, in agreement with part 3. For $t_1<t_2$ the state lies on the left instead.

At strong $V$, Lemma 2 with $G_0'(E_v)=-1/D$ gives $|c_0|^2\simeq D/V^2$. The gap state leaves the impurity site and no longer feels the potential. The impurity orbital goes into the outer level. For large $|E|$, $G_0=1/E+\Delta/E^2+O(E^{-3})$, so that level follows $E=V+\Delta+O(1/V)$, and its weight on site $0$ tends to $1$.

## Remark: where pinning changes or fails

*Impurity on a $B$ site.* Reflecting the chain exchanges the sublattices, which amounts to $\Delta\to-\Delta$. The level is then pinned at $e_A$.

*Equal hoppings.* Let $t_1=t_2=t$ and $\Delta>0$. Then $E_g=\Delta$, and in the gap

$$G_0(E)=-\sqrt{\frac{\Delta+E}{\Delta-E}}\;\frac1{\sqrt{E_o^2-E^2}}<0 .$$

The zero has moved to the valence-band edge $-\Delta$. A positive $V$ gives no gap level. A negative $V$ gives one, which slides to that edge. Setting $E\to-\Delta$ in the other factors, with $E_o^2-\Delta^2=4t^2$, gives $E+\Delta\simeq8\Delta t^2/V^2$. The would-be vacancy state has $|b_n|$ constant and is not normalizable.

*Weak potentials.* In this chain with $t_1\neq t_2$ any $V\neq0$ binds a gap level, because $G_0$ diverges at both gap edges. In a host where $G_0$ stays finite at an edge, a gap level requires $1/V$ to lie within the range of $G_0$.

## Worked example

Take the round model parameters $\Delta=0.3$, $t_1=2.0$ and $t_2=1.5$ eV. Then

$$E_g=\sqrt{0.09+0.25}=0.583\ \text{eV},\qquad E_o=\sqrt{0.09+12.25}=3.513\ \text{eV},$$

with $S=4+2.25=6.25$ eV² and $D=4-2.25=1.75$ eV². The vacancy level is at $-0.300$ eV. Its state changes by the factor $-0.75$ per cell and has weight $1-0.5625=0.4375$ on the first $B$ site. The impurity levels, in eV, are:

| $V$ | gap level | $\lvert c_0\rvert^2$ | outer level |
|---:|---:|---:|---:|
| 1 | −0.578 | 0.0107 | 3.680 |
| 5 | −0.504 | 0.0185 | 6.325 |
| 20 | −0.378 | 0.0034 | 20.601 |
| 100 | −0.317 | 0.00017 | 100.362 |
| −100 | −0.282 | 0.00018 | −99.763 |
| −20 | −0.204 | 0.0051 | −20.019 |
| −5 | 0.103 | 0.0714 | −5.924 |
| −1 | 0.532 | 0.0951 | −3.634 |

At $V=100$ eV the pinning law gives a shift from the vacancy level of $-0.0175+3.75/10^4=-0.0171$ eV. At $V=-100$ eV it gives $+0.0175+0.0004=+0.0179$ eV. Both agree with the computed shifts to the digits shown. At $V=-5$ eV the same two terms give $0.35+0.15=0.50$ eV against the computed $0.403$ eV, so the expansion is not yet useful there.

Pinning is slow on the scale of the gap. To bring the level within $0.05$ eV of the vacancy energy takes $V=32.6$ eV from below or $V=-36.9$ eV from above. A level at midgap needs $V=1/G_0(0)=1/(-0.14646)=-6.83$ eV.

The impurity weight vanishes in both limits, $|V|\to\infty$ and $V\to0$, and is largest in between. On the negative side the table barely reaches the small-$|V|$ regime: the weight is $0.128$ at $V=-2$ eV and has fallen only to $0.0951$ at $V=-1$ eV. At large $|V|$ it falls as $D/V^2$. At small $|V|$ the level is close to a band edge, where $G_0$ diverges as the inverse square root of the distance to the edge. The condition $1/V=G_0$ then makes that distance proportional to $V^2$, so $|c_0|^2=dE/dV$ is proportional to $|V|$ and vanishes with it.

For equal hoppings $t=1.75$ eV and the same $\Delta$, the potential $V=20$ eV gives no gap level. The levels for $V=-20$ and $-100$ eV are at $-0.2822$ and $-0.2993$ eV, approaching the band edge at $-0.3$ eV from above.

The numerical check compares the Green-function levels of the table, the levels for a $B$-site impurity and the equal-hopping results for $V=\pm20$ eV with direct diagonalization of an 800-site ring. The equal-hopping level at $V=-100$ eV comes from the closed form of $G_0$ alone.

## Numbers as computed

```
Model: eA = 0.30 eV, eB = -0.30 eV
Model: t1 = 2.00 eV, t2 = 1.50 eV
Gap edges: -/+ 0.5831 eV; gap width 1.1662 eV
Outer band edges: -/+ 3.5128 eV
G0(-0.5 eV) = 0.19173 1/eV
G0(-0.3 eV) = -0.00000 1/eV
G0(0.0 eV) = -0.14646 1/eV
G0(0.5 eV) = -0.76693 1/eV
Vacancy level (site deleted): -0.300000 eV
Zero of G0 in the gap: -0.300000 eV
Vacancy state, weight on B sublattice: 1.000000
Vacancy state, amplitude ratio per cell: -0.7500
Vacancy state, weight on first B site: 0.4375
Squared coupling to removed site: 1.7500 eV^2
D = |t1^2 - t2^2| = 1.7500 eV^2
Levels from 1/V = G0(E); all energies in eV
V | gap level | minus vacancy | -D/V | weight | outer level
     1 | -0.57757 | -0.27757 | -1.75000 | 1.068e-02 | 3.6797
     2 | -0.56301 | -0.26301 | -0.87500 | 1.766e-02 | 4.1275
     5 | -0.50395 | -0.20395 | -0.35000 | 1.851e-02 | 6.3248
    20 | -0.37759 | -0.07759 | -0.08750 | 3.371e-03 | 20.6011
   100 | -0.31712 | -0.01712 | -0.01750 | 1.673e-04 | 100.3621
  -100 | -0.28213 | 0.01787 | 0.01750 | 1.823e-04 | -99.7629
   -20 | -0.20423 | 0.09577 | 0.08750 | 5.133e-03 | -20.0193
    -5 | 0.10304 | 0.40304 | 0.35000 | 7.137e-02 | -5.9239
    -2 | 0.41478 | 0.71478 | 0.87500 | 1.281e-01 | -3.9793
    -1 | 0.53164 | 0.83164 | 1.75000 | 9.510e-02 | -3.6337
Remainder ratio, V = 400 to 800 eV: 7.928
Remainder ratio, V = -400 to -800 eV: 8.071
Coefficient of 1/V^2: 3.7500 eV^3
V for a level at midgap (0 eV): -6.8277 eV
V for a level at -0.35 eV: 32.602 eV
V for a level at -0.25 eV: -36.916 eV
B-site impurity, V = 100 eV: level 0.28213 eV
B-site impurity, V = -100 eV: level 0.31712 eV
Equal hoppings t = 1.75 eV: gap edges -/+ 0.3000 eV
Equal hoppings, V = 20 eV: gap levels 0
Equal hoppings, V = -20 eV: gap levels 1
Equal hoppings, V = -5 eV: level -0.10183 eV
Equal hoppings, V = -20 eV: level -0.28216 eV
Equal hoppings, V = -100 eV: level -0.29927 eV
```
